\section*{Static and Axial Dynamic Charge of a Two-Level Heteropolar Diatomic}

\section*{Question}

The response of a polar bond to a static field depends on the dipole produced when the bond is stretched. This question compares the charge that governs that dipole with the charge residing on the atoms.

Atoms A and B are a distance $d$ apart. Each has one orbital, and the two orbitals are orthogonal. Each atom brings one electron and has a core of charge $+e$, where $e>0$. The orbital energies are $-\Delta$ on A and $+\Delta$ on B, with $\Delta>0$ independent of $d$. The hopping matrix element is $-t$, with $t>0$ and $t\propto d^{-2}$. Both electrons occupy the lower molecular level, and their mutual repulsion is ignored. The dipole $p$ is calculated from the atomic charges alone and is positive when it points from A to B.

The static charge $Q$ is the net charge of B in units of $e$. The axial dynamic charge is
\[
Z=\frac1e\frac{dp}{dd}
\]
at zero field, with the electrons remaining in their ground state as $d$ changes.

\begin{enumerate}
\item[(a)] Find the ground-state populations and $Q$ in terms of the polarity $\alpha=\Delta/\sqrt{t^2+\Delta^2}$.
\item[(b)] Find $Z$, show that it exceeds $Q$, and interpret the difference. Discuss small $\alpha$ and $\alpha\to1$.
\item[(c)] Find the largest $Z$ and the range of polarity in which $Z>1$.
\item[(d)] Find the dynamic charge for a displacement of B perpendicular to the bond.
\item[(e)] Let $t\propto d^{-n}$ and let $\Delta$ depend on $d$. When does $Z$ still exceed $Q$? What changes if A brings both electrons?
\item[(f)] Add a repulsive energy proportional to $d^{-4}$ that puts the equilibrium length at $d$. Find the bond stiffness and the electronic and ionic parts of the axial polarizability.
\item[(g)] Evaluate the results for $d=0.12$ nm, $t=10$ eV and $\Delta=5$ eV, and find the stretch in a field of 1 MV/cm.
\item[(h)] Estimate the effect of the main omissions, and compare the model with a Hartree--Fock calculation for CO$_2$.
\end{enumerate}

\section*{Model answers}

\subsection*{(a) Populations and static charge}

In the basis (A, B) the one-electron Hamiltonian is
\[
H=\begin{pmatrix}-\Delta&-t\\-t&\Delta\end{pmatrix}.
\]
Its trace is zero and its determinant is $-(\Delta^2+t^2)$, so its eigenvalues are $\pm R$ with $R=\sqrt{t^2+\Delta^2}$. Let the lower state have amplitudes $c_A$ and $c_B$. The first row of $(H+R)c=0$ gives
\[
(R-\Delta)c_A=t\,c_B,\qquad \frac{c_B}{c_A}=\frac{R-\Delta}{t}.
\]
Normalization, $c_A^2+c_B^2=1$, then gives
\[
c_A^2=\frac{t^2}{t^2+(R-\Delta)^2}.
\]
In the numerator, $t^2=R^2-\Delta^2=(R-\Delta)(R+\Delta)$. The denominator is
\[
t^2+R^2-2R\Delta+\Delta^2=2R^2-2R\Delta=2R(R-\Delta).
\]
Cancelling $R-\Delta$, and using $\alpha=\Delta/R$,
\[
c_A^2=\frac{R+\Delta}{2R}=\frac{1+\alpha}{2},\qquad
c_B^2=\frac{1-\alpha}{2}.
\]
The two electrons place $1+\alpha$ electrons on A and $1-\alpha$ on B. Subtracting the population of B from its core charge,
\[
\boxed{Q=1-(1-\alpha)=\alpha.}
\]
Atom A has charge $-\alpha e$, so A is the anion and B the cation. The molecule is neutral, hence its dipole does not depend on the origin:
\[
p=e\alpha d.
\]

\subsection*{(b) Axial dynamic charge}

Both factors in $p=e\alpha d$ depend on bond length, so
\[
Z=\alpha+d\frac{d\alpha}{dd}.
\]
From $t\propto d^{-2}$ it follows that $dt/dd=-2t/d$. With $\Delta$ fixed,
\[
\frac{d\alpha}{dd}
=\Delta\left(-\frac12\right)(t^2+\Delta^2)^{-3/2}\,2t\frac{dt}{dd}
=\frac{2\Delta t^2}{dR^3}.
\]
Since $\Delta/R=\alpha$ and $t^2/R^2=1-\alpha^2$,
\[
d\frac{d\alpha}{dd}=2\alpha(1-\alpha^2).
\]
Therefore
\[
\boxed{Z=\alpha+2\alpha(1-\alpha^2)=\alpha(3-2\alpha^2).}
\]
For finite positive $\Delta$ and $t$, $0<\alpha<1$, and
\[
Z-Q=2\alpha(1-\alpha^2)>0.
\]

The term $\alpha$ is the dipole change from moving fixed atomic charges apart. The second term comes from charge transfer. Stretching weakens the hopping, so the lower state concentrates further on A. Electrons move from B to A, which adds to the dipole already pointing from A to B.

For small $\alpha$, $Z\simeq3\alpha=3Q$: the dynamic charge is three times the static one, although both are small. At $\alpha=0$ both vanish by symmetry. Near the ionic limit put $\alpha=1-\epsilon$. To first order in $\epsilon$, $\alpha^2=1-2\epsilon$, and
\[
Z\simeq(1-\epsilon)(1+4\epsilon)\simeq1+3\epsilon.
\]
Thus $Z$ approaches 1 from above while $Q=1-\epsilon$ approaches it from below. There is then little charge left to transfer.

\subsection*{(c) Maximum and the value 1}

Differentiating $Z=3\alpha-2\alpha^3$,
\[
\frac{dZ}{d\alpha}=3-6\alpha^2=0
\quad\Rightarrow\quad \alpha=\frac1{\sqrt2}.
\]
The second derivative, $-12\alpha$, is negative, so this is a maximum, with
\[
Z_{\max}=\frac1{\sqrt2}(3-1)=\sqrt2.
\]
It occurs at $\Delta=t$. The condition $Z>1$ is
\[
2\alpha^3-3\alpha+1=(\alpha-1)(2\alpha^2+2\alpha-1)<0.
\]
For $\alpha<1$ the first factor is negative, so the second must be positive. Its positive root is $(\sqrt3-1)/2$, giving
\[
\frac{\sqrt3-1}{2}<\alpha<1.
\]
A dynamic charge above 1 does not mean that B has lost more than its one electron. It measures a rate of dipole change, including transfer over the whole bond length.

\subsection*{(d) Perpendicular displacement}

Move B sideways by $x$. The new length is
\[
L=\sqrt{d^2+x^2}=d+\frac{x^2}{2d}+\cdots .
\]
It has no term linear in $x$, so the hopping and atomic charges are unchanged to first order. The sideways dipole is $p_x=e\alpha(L)x$, and
\[
Z_\perp=\frac1e\left.\frac{dp_x}{dx}\right|_{x=0}=\alpha=Q.
\]
The excess over $Q$ therefore belongs to the axial motion, which changes the hopping.

\subsection*{(e) Conditions for the inequality}

Write $r=\Delta/t$, so that $\alpha=r/\sqrt{1+r^2}$. Then
\[
r\frac{d\alpha}{dr}=\frac{r}{(1+r^2)^{3/2}}=\alpha(1-\alpha^2),
\]
because $1-\alpha^2=1/(1+r^2)$. With $t\propto d^{-n}$,
\[
\frac{d\ln r}{d\ln d}=n+\frac{d\ln\Delta}{d\ln d}.
\]
Multiplying these two rates gives
\[
Z-Q=\alpha(1-\alpha^2)\left(n+\frac{d\ln\Delta}{d\ln d}\right).
\]
The inequality survives if $\Delta$ falls with length more slowly than $d^{-n}$. It fails if $\Delta$ falls faster, since stretching then makes the bond less polar. For constant $\Delta$, $Z=\alpha[1+n(1-\alpha^2)]$.

If A brings both electrons, the core charges are $2e$ on A and zero on B. The populations are unchanged, but now
\[
Q'=-(1-\alpha)=\alpha-1.
\]
The transfer term is also unchanged, so
\[
Z'=\alpha-1+2\alpha(1-\alpha^2)=(1-\alpha)(2\alpha^2+2\alpha-1).
\]
Atom B is now negative, while stretching still removes electrons from it. The two contributions oppose each other. Algebraically $Z'>Q'$, but the magnitude of $Z'$ is smaller when $|2\alpha^2+2\alpha-1|<1$, that is, for $0<\alpha<(\sqrt5-1)/2$. The result in (b), read as a statement about magnitudes, thus fails in this range of polarity when A brings both electrons.

\subsection*{(f) Stiffness and polarizability}

Let $T=t^2$, so $T'=-4T/d$ and $T''=20T/d^2$, where primes denote derivatives with respect to $d$. The energy of the two electrons is $-2R$. Let the repulsion at equilibrium be $B$; since it varies as $d^{-4}$, its first two derivatives are $-4B/d$ and $20B/d^2$. From $R=\sqrt{T+\Delta^2}$,
\[
R'=\frac{T'}{2R}=-\frac{2T}{Rd}.
\]
Equilibrium requires
\[
-2R'-\frac{4B}{d}=\frac{4T}{Rd}-\frac{4B}{d}=0
\quad\Rightarrow\quad B=\frac TR.
\]
The second derivative of $R$ is
\[
R''=\frac{T''}{2R}-\frac{(T')^2}{4R^3}
=\frac1{d^2}\left(\frac{10T}{R}-\frac{4T^2}{R^3}\right).
\]
The stiffness is therefore
\[
k=-2R''+\frac{20B}{d^2}
=\frac1{d^2}\left(-\frac{20T}{R}+\frac{8T^2}{R^3}+\frac{20T}{R}\right)
=\frac{8t^4}{R^3d^2}.
\]
It is positive, so the equilibrium is stable.

Apply a field $F$ from A to B, with the origin at the midpoint. An electron has charge $-e$, so its energy changes by $+eFd/2$ on B and $-eFd/2$ on A. This replaces $\Delta$ by $\Delta+eFd/2$. At fixed length,
\[
\frac{\partial\alpha}{\partial\Delta}=\frac1R-\frac{\Delta^2}{R^3}=\frac{t^2}{R^3},
\]
and the electronic polarizability is
\[
a_{\rm el}=\frac{\partial p}{\partial F}
=ed\,\frac{t^2}{R^3}\,\frac{ed}{2}
=\frac{e^2t^2d^2}{2R^3}.
\]

Now let the length change by a small $x$. The terms that determine it are $\tfrac12kx^2-eZFx$, since $p$ changes by $eZx$. Setting the derivative to zero gives
\[
x=\frac{eZF}{k},\qquad
a_{\rm ion}=\frac{eZx}{F}=\frac{e^2Z^2}{k}.
\]
The charge enters twice: the field pulls through $Z$, and the displacement makes a dipole through $Z$. Replacing $Z$ by $Q$ at fixed $k$ would make the ionic part too small by a factor $(Z/Q)^2$.

The ratio of the two parts is
\[
\frac{a_{\rm ion}}{a_{\rm el}}
=Z^2\frac{R^3d^2}{8t^4}\,\frac{2R^3}{t^2d^2}
=\frac{Z^2}{4(1-\alpha^2)^3}.
\]
It diverges as $\alpha\to1$, since $a_{\rm el}$ and $k$ both vanish with the hopping. The loss of stiffness is a defect of the model, which has no electrostatic attraction between ions to hold the bond together. The polarizability formulae should not be used for a strongly ionic bond.

\subsection*{(g) Numerical values}

The polarity follows from
\[
R=\sqrt{10^2+5^2}\ \mathrm{eV}=11.18\ \mathrm{eV},\qquad
\alpha=\frac5{11.18}=0.447.
\]
Hence $\alpha^2=0.200$ and
\[
Q=0.447,\qquad
Z=0.447(3-0.400)=1.163.
\]
Of this, 0.716 comes from charge transfer. The ratio is $Z/Q=2.60$. The polarity lies above the threshold 0.366 found in (c), in agreement with $Z>1$. For the same polarity with both electrons from A, $Q'=-0.553$ and $Z'=0.163$, so the magnitude of the dynamic charge is indeed the smaller.

The stiffness is
\[
k=\frac{8(10)^4}{(11.18)^3(0.12)^2}\ \mathrm{eV/nm^2}
=3.98\times10^3\ \mathrm{eV/nm^2}=637\ \mathrm{N/m}.
\]
With energies in eV and lengths in nm, polarizabilities come out in $e\,\mathrm{nm^2/V}$:
\begin{align*}
a_{\rm el}&=\frac{100(0.12)^2}{2(11.18)^3}=5.15\times10^{-4},\\
a_{\rm ion}&=\frac{(1.163)^2}{3975}=3.40\times10^{-4}.
\end{align*}
Letting the bond relax numerically in a finite field gives the same ionic value to these digits. Using $Q$ instead of $Z$ would give $0.50\times10^{-4}$, smaller by the factor $2.60^2=6.76$.

A field of 1 MV/cm is 0.1 V/nm, so
\[
x=\frac{1.163\times0.1}{3975}\ \mathrm{nm}=2.9\times10^{-5}\ \mathrm{nm}.
\]
This is about 0.02\% of the bond length, which justifies the linear treatment.

\subsection*{(h) Omissions and comparison with CO$_2$}

\textbf{Electron repulsion.} Let two electrons on the same atom repel with energy $U=14$ eV, a rough value, and on different atoms with
\[
W(d)=\frac{C}{\sqrt{d^2+(C/U)^2}},\qquad C=\frac{e^2}{4\pi\varepsilon_0}.
\]
At the chosen length $W=9.11$ eV. In the singlet basis (both on A, both on B, one on each), the Hamiltonian is
\[
\begin{pmatrix}
U-2\Delta&0&-\sqrt2\,t\\
0&U+2\Delta&-\sqrt2\,t\\
-\sqrt2\,t&-\sqrt2\,t&W
\end{pmatrix}.
\]
Attraction of each electron to the other atom's core is the same for all three configurations in this approximation, so it does not affect the charges. To compare bonds with the same $Q=0.447$, $\Delta$ is raised to 6.21 eV and then held fixed during the stretch. Diagonalization gives $Z=0.953$, which is 18\% below 1.163 but still more than twice $Q$. The value no longer exceeds 1, so that feature of the example depends on neglecting repulsion. The polarizabilities in (g) change too. If the repulsion between the cores and the attraction of each electron to the other core also follow $W(d)$, and the $d^{-4}$ term is readjusted to keep the length, $k$ rises by 30\%, $a_{\rm el}$ falls by 15\% and $a_{\rm ion}$ falls by about half, to $1.8\times10^{-4}\,e\,\mathrm{nm^2/V}$. The inequality $Z>Q$ survives here, but not for every bond. With the same repulsion and length, $t=3$ eV and $\Delta=1.5$ eV give $Q=0.216$ and $Z=0.118$. The cause here is the fall of $W$ with length. Stretching raises $U-W$, the cost of putting both electrons on one atom, and with weak hopping this returns charge to B. If $W$ is held fixed, the same bond gives $Z=0.311$, above $Q$. For still weaker hopping the reversal can occur even at fixed $W$: at $t=2$ eV it does so for $\Delta$ up to about 1.6 eV.

\textbf{Dipole between the orbitals.} Suppose the position, measured from the bond midpoint, has a matrix element $\eta d$ between the orbitals. Two electrons add
\[
\delta p=-4e\,c_Ac_B\,\eta d=-2e\eta d\sqrt{1-\alpha^2}.
\]
For an assumed $|\eta|=0.05$, $p/(ed)$ shifts by 0.089 and $Z$ by 0.054, both with the sign opposite to that of $\eta$. The shift of $Z$ is about 5\% and leaves the inequality intact. This covers only the element between the orbitals. Orbitals whose charge is centred away from the nuclei, such as hybrids, add further terms that can be considerably larger. For example, $sp$ hybrids built from Slater orbitals of oxygen (A) and carbon (B), pointing into the bond, have charge centres about 0.034 and 0.047 nm from their nuclei. With the same populations, transferred charge then moves only 0.039 nm instead of 0.12 nm, which lowers $Z$ to 0.68, a fall of 41\%. This figure is rough, because these hybrids overlap strongly (overlap integral about 0.7), whereas the model takes its orbitals as orthogonal. Orthogonalizing them symmetrically puts the centres 0.058 nm apart and gives $Z\approx0.81$, a fall of about 30\%.

\textbf{Hopping law.} If $t\propto d^{-3}$, with the same $t$ at the chosen length, part (e) gives
\[
Z=0.447[1+3(0.800)]=1.52,
\]
an increase of 31\%. With the values assumed here, this is a larger change than that from repulsion and comparable in size to that from hybrids. The dynamic charge depends on how fast the hopping varies, which cannot be inferred from $Q$ alone.

\textbf{A real molecule.} The parameters are round values chosen for illustration, not fitted to a carbon--oxygen bond. In CO$_2$, carbon sits between two such bonds. Moving it along the axis stretches one bond and shortens the other. The bond dipoles point in opposite directions, so their changes add, and two independent model bonds give carbon an axial charge $2Z=2.33$. A sideways move gives $2Q=0.89$. This counts one electron pair per link, whereas each carbon--oxygen link in CO$_2$ is a double bond with two pairs. Two equal model pairs per link would double both charges and leave their ratio unchanged, so only the ratio can be compared fairly. A restricted Hartree--Fock calculation in the aug-cc-pVDZ basis, with the bond length set to 0.116 nm, gives:

\begin{center}
\begin{tabular}{lccc}
 & Axial & Transverse & Ratio\\
Two model bonds & 2.33 & 0.89 & 2.60\\
CO$_2$, Hartree--Fock & 3.05 & 0.73 & 4.21
\end{tabular}
\end{center}

The calculation supports the trend that the axial charge is much the larger. The closeness of the separate charges is not evidence for the model, since they depend on the number of pairs counted. The ratio does not, and it is too low: no choice of polarity can reach 4.21, because the model ratio $3-2\alpha^2$ is below 3. Even a $d^{-3}$ law keeps the ratio below 4. A plausible reason is that the $\pi$ electrons of CO$_2$ are shared by all three atoms, so its bonds are not independent, but these numbers do not establish that. The Hartree--Fock values omit electron correlation, which matters here: second-order perturbation theory (MP2) in the same basis and at the same length gives 2.32 and 0.46, a ratio of about 5.1 (2.31, 0.46 and 5.0 in aug-cc-pVTZ), so the model ratio falls still further short. The basis error of the Hartree--Fock values is small: going to aug-cc-pVTZ changes each charge by less than 0.01 and the ratio by about 0.01.

\textbf{Use for dielectrics.} The model stiffness of 637 N/m belongs to a single electron pair, so it should not be compared directly with that of the double bond in CO$_2$, for which Hartree--Fock at the length used above, stretching one bond with the other held fixed, gives about 1640 N/m in aug-cc-pVDZ and about 1600 N/m in aug-cc-pVTZ. Two equal model pairs, with the repulsion doubled to keep the same length, would double both $k$ and $Z$. Since $a_{\rm ion}=e^2Z^2/k$, it would double too. The polarizabilities also describe one isolated bond along its axis. The permittivity of a solid depends in addition on bond density and orientation, on bending motions and on the local field, none of which is included. What carries over, under the conditions in (e) and where repulsion does not reverse the charge transfer, is that atomic charges alone can seriously underestimate the contribution of bond stretching to the permittivity. The numerical output lists the main computed values.

\section*{Table of computed values}
\begin{verbatim}
bond length d: 0.120 nm
hopping t at d: 10.00 eV
half level difference delta: 5.00 eV
natural hopping scale hbar^2/(m d^2): 5.29 eV
level splitting 2 sqrt(t^2+delta^2): 22.36 eV
polarity alpha: 0.4472
static charge Q: 0.4472 e
charge-transfer part of Z: 0.7155 e
axial dynamic charge Z: 1.1628 e
Z from force per unit field: 1.1628 e
transverse dynamic charge: 0.4472 e
ratio Z/Q: 2.600
ratio (Z/Q)^2: 6.76
dipole p = Q d: 0.05367 e nm
largest Z over all polarities: 1.4142 e
polarity at largest Z: 0.707
polarity where Z = 1 e: 0.3660
dative bond, static charge: -0.5528 e
dative bond, axial dynamic charge: 0.1628 e
bond stiffness k: 3975.3 eV/nm^2
bond stiffness k: 636.9 N/m
electronic polarizability: 5.1519e-04 e nm^2/V
ionic polarizability, relaxed bond: 3.4011e-04 e nm^2/V
ionic polarizability, Z^2/k: 3.4010e-04 e nm^2/V
ionic value if Q replaced Z: 5.0311e-05 e nm^2/V
bond stretch at 1 MV/cm: 2.925e-05 nm
on-site repulsion (rough input): 14.0 eV
intersite repulsion at d: 9.11 eV
retuned half level difference: 6.21 eV
Z with electron repulsion, same Q: 0.9534 e
assumed orbital dipole element / d: 0.05
its shift of p/d, either sign: 0.0894 e
its shift of Z, either sign: 0.0537 e
Z with hopping as 1/d^3: 1.5205 e
CO2 bond length (input): 0.116 nm
CO2 carbon axial charge, RHF: 3.053 e
CO2 carbon transverse charge, RHF: 0.726 e
CO2 ratio axial/transverse, RHF: 4.21
two model bonds, axial 2Z: 2.326 e
two model bonds, transverse 2Q: 0.894 e
\end{verbatim}
